\section*{The Friedel Sum Rule from Counting States in a Large Sphere}

A static impurity in a free electron gas changes the number of electrons at fixed Fermi wave number $k_F$ by
\begin{equation}
\Delta N=\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l(k_F),
\label{rule}
\end{equation}
where $\delta_l$ are the scattering phase shifts. If the impurity carries an excess charge $+Ze$ and the gas screens it completely, then $\Delta N=Z$; the electronic screening charge is $-e\Delta N$. The electrons are taken as independent particles at zero temperature, moving in the final, screened potential $V(r)$. This potential is taken to be spherical, equal for both spins, bounded, and zero beyond some radius $a$. The finite range is an idealization: the charge oscillations derived below give a self-consistent potential a weak oscillating tail, and the estimate of rapid convergence in $l$ given below relies on the finite range. An unscreened Coulomb tail is excluded, since its phases grow logarithmically with distance.

In Rydberg units ($\hbar=1$, $2m=1$, $e^2=2$) an electron of wave number $k$ has energy $k^2$, and its radial function $u=r\psi_l$ obeys
\begin{equation}
-u''+\left[\frac{l(l+1)}{r^2}+V(r)\right]u=k^2u,\qquad u(0)=0 .
\label{radial}
\end{equation}
For $V=0$ the two solutions are $s_l(kr)=kr\,j_l(kr)$, regular at the origin, and $c_l(kr)=-kr\,y_l(kr)$, with $j_l$ and $y_l$ the spherical Bessel functions. Write $s_l=M_l\sin\theta_l$ and $c_l=M_l\cos\theta_l$. Their Wronskian $s_l'c_l-s_lc_l'=1$ becomes $M_l^2\theta_l'=1$, so the free phase $\theta_l(x)$ rises steadily. It starts from $\theta_l(0)=0$ and tends to $x-l\pi/2$, while $M_l\to1$. Outside the potential, with unit amplitude,
\begin{equation}
u=\cos\delta_l\,s_l+\sin\delta_l\,c_l=M_l\sin\phi,\qquad \phi=\theta_l(kr)+\delta_l(k).
\label{outside}
\end{equation}

Enclose the gas in a hard sphere of radius $R>a$. The allowed levels satisfy $u(R)=0$, that is, $\phi=\nu\pi$ with integer $\nu$. To count them one must know which way the phase moves with $k$. Let $v=\partial u/\partial k$. Differentiating (\ref{radial}) gives the same equation for $v$ with an extra term $2ku$ on the right. Multiply that equation by $u$, equation (\ref{radial}) by $v$, and subtract; the potential terms cancel:
\begin{equation}
(u'v-uv')'=2ku^2,\qquad
\int_0^R u^2dr=\frac{u'v-uv'}{2k}\bigg|_{r=R}.
\label{norm}
\end{equation}
The lower limit vanishes because $u=v=0$ there. At a node on the wall $u=0$, $u'=M_l\cos\phi\,(k/M_l^2)$ and $v=M_l\cos\phi\,\partial_k\phi$. As $\cos^2\phi=1$, the integral equals $\tfrac12\partial_k\phi$. It is positive, so $\phi$ rises with $k$ wherever a level lies.

Now switch the potential on as $\lambda V$, with $\lambda$ going from 0 to 1 at fixed $k$ and $R$. A level $k_\nu(\lambda)$ keeps $\phi(k_\nu,\lambda)=\nu\pi$, hence
\begin{equation}
\frac{dk_\nu}{d\lambda}=-\frac{\partial_\lambda\delta_l}{\partial_k\phi}.
\end{equation}
When the phase at fixed $k$ rises through a multiple of $\pi$, a level therefore drops below $k^2$ and the count grows by one; when the phase falls through it, the count shrinks by one. Nothing else can change the number of levels below $k^2$. The extra number of radial levels is
\begin{equation}
\Delta N_l(k,R)=\left\lfloor\frac{\theta_l(kR)+\delta_l(k)}{\pi}\right\rfloor-\left\lfloor\frac{\theta_l(kR)}{\pi}\right\rfloor ,
\label{floor}
\end{equation}
where the brackets denote the integer part. Levels that have become bound are included, since they too came down past $k^2$.

The argument defines $\delta_l$ by continuity in $\lambda$, starting from zero. The usual definition is continuity in $k$, with $\delta_l(\infty)=0$. To compare them, let $w=\partial u/\partial\lambda$ and repeat the subtraction that led to (\ref{norm}). The extra term is now $Vu$ on the left, and the result is $(u'w-uw')'=-Vu^2$. Outside the potential $w=M_l\cos\phi\,\partial_\lambda\delta_l$, so $u'w-uw'=M_l^2\phi'\,\partial_\lambda\delta_l=k\,\partial_\lambda\delta_l$. Thus
\begin{equation}
\frac{\partial\delta_l}{\partial\lambda}=-\frac1k\int_0^a V u^2\,dr .
\label{lambda}
\end{equation}
At large $k$ the bounded potential hardly disturbs $u$, which stays of order one, and $\delta_l$ is of order $1/k$ for every $\lambda$. The phase built up from $\lambda=0$ thus vanishes at infinite $k$, and both definitions select the same branch. Equation (\ref{lambda}) also fixes the sign: attraction makes the phase positive and adds electrons.

The count (\ref{floor}) is an integer that jumps as the wall moves. Its smooth part follows from an average over wall positions spanning one level spacing, $\pi/k$ at large $R$, during which $\theta_l$ advances by $\pi$ at a uniform rate. Write each integer part as its argument minus its fractional part. Both fractional parts average to $\tfrac12$ and cancel, leaving
\begin{equation}
\overline{\Delta N_l}=\frac{\delta_l(k)}{\pi}.
\label{average}
\end{equation}
Each radial level holds $2(2l+1)$ electrons, for two spins and $2l+1$ orientations. Setting $k=k_F$ and summing over $l$ gives (\ref{rule}). The sum converges quickly once $l$ is well above both $k_Fa$ and $a\sqrt{V_m}$, where $V_m$ is the largest value of $|V|$. The centrifugal term then dominates throughout the potential, and $u$ stays close to $s_l$ with $j_l(kr)\approx(kr)^l/(2l+1)!!$. By (\ref{lambda}) the phase then falls off at least as fast as $(k_Fa)^{2l+1}/[(2l+1)!!]^2$, times a factor set by the strength of the potential. In a deep well, phases with $l$ only just above $k_Fa$ can still be large. One may therefore keep finitely many $l$, let $R$ grow, and then extend the sum.

The same count shows how bound states enter. Let $k\to0$ in a fixed, very large sphere. Leave aside the special case of a level exactly at zero energy: for $l=0$ it makes $\delta_0(0)$ an odd multiple of $\pi/2$, and for $l\ge1$ it changes the order of the remainder used below. Otherwise the phase approaches a multiple of $\pi$ with a remainder of order $k^{2l+1}$. The free phase $\theta_l(kR)$ is of order $(kR)^{2l+1}$, positive, and larger than the remainder when $R$ is large. Equation (\ref{floor}) then gives
\begin{equation}
\delta_l(0)=\pi b_l ,
\end{equation}
with $b_l$ the number of bound radial levels. The states between $k=0$ and $k_F$ thus contribute $\delta_l(k_F)/\pi-b_l$ per orientation and spin, and the bound levels restore $b_l$. The sum rule changes smoothly when a deepening well first binds a level.

Counting levels says how many electrons are added, but not where they are. For that, take the infinite gas. With unit amplitude at large distance, the states are normalized per unit $k$ by a factor $2/\pi$ in the density. For large $R$ use $u=\sin\phi$ with $\phi=kR-l\pi/2+\delta_l$. Then $u'=k\cos\phi$, $v=(R+\delta_l')\cos\phi$ and $v'=\cos\phi-k(R+\delta_l')\sin\phi$, where $\delta_l'=d\delta_l/dk$. Equation (\ref{norm}) gives
\begin{equation}
\int_0^Ru^2dr=\frac{R+\delta_l'}{2}-\frac{\sin2\phi}{4k}.
\end{equation}
Subtract the same expression with $\delta_l=0$, and use $\sin2\phi-\sin2(\phi-\delta_l)=2\sin\delta_l\cos(2kR-l\pi+\delta_l)$. If there are no bound levels, the displaced electrons of channel $l$ inside $R$ number
\begin{align}
Q_l(R)&=2(2l+1)\frac2\pi\int_0^{k_F}\!dk\left[\frac{\delta_l'}{2}-\frac{\sin\delta_l}{2k}\cos(2kR-l\pi+\delta_l)\right]\nonumber\\
&=\frac{2(2l+1)}{\pi}\left[\delta_l-\frac{\sin\delta_l\,\sin(2k_FR-l\pi+\delta_l)}{2k_FR}\right]_{k_F}+O(R^{-2}).
\label{charge}
\end{align}
The second line integrates the rapid cosine by parts. Its lower end gives nothing, because $\sin(-l\pi)=0$. The large-distance form fails for $k$ below about $l/R$, but there $\delta_l$ is of order $k^{2l+1}$ and the error lies within the stated remainder. The added charge therefore sits around the impurity, and its total is approached through Friedel oscillations of wavelength $\pi/k_F$.

A weak potential gives an independent limit. Replace $u$ by $s_l$ in (\ref{lambda}), so that $\delta_l\approx-k\int V j_l^2r^2dr$. Since $\sum_l(2l+1)j_l^2=1$,
\begin{equation}
\Delta N\approx-\frac{2k_F}{\pi}\int_0^a Vr^2dr=-\frac{k_F}{2\pi^2}\int V\,d^3r=-\frac{3n}{2E_F}\int V\,d^3r ,
\label{weak}
\end{equation}
where $n=k_F^3/3\pi^2$ and $E_F=k_F^2$. The prefactor is the density of states at the Fermi level, as expected when a weak potential shifts the local band bottom.

For a numerical case take a gas with roughly the electron density of copper: a face-centred cubic lattice of constant 0.36 nm with one free electron per atom. Then $n=4/(0.36\ \mathrm{nm})^3=85.7\ \mathrm{nm^{-3}}$, $k_F=(3\pi^2n)^{1/3}=13.64\ \mathrm{nm^{-1}}$ and $E_F=7.09$ eV. A substitutional atom with one more valence electron than the host, as zinc has in copper, requires $\Delta N=1$. Its screened potential is modelled by a square well of depth $V_0$ filling one atomic cell, of radius $a=(3/4\pi n)^{1/3}=0.141$ nm, so $k_Fa=1.919$. Matching $u'/u$ at $a$, with $q^2=k_F^2+V_0$ and a prime on a Bessel function denoting the derivative with respect to its argument, gives
\begin{equation}
\tan\delta_l=\frac{k_Fj_l'(k_Fa)j_l(qa)-q\,j_l'(qa)j_l(k_Fa)}{k_Fy_l'(k_Fa)j_l(qa)-q\,j_l'(qa)y_l(k_Fa)} .
\end{equation}

The depth that satisfies the rule is 4.19 eV (0.308 Ry). Equation (\ref{weak}) would give $2E_F/3=4.73$ eV, since $n$ times the cell volume is one; the full phases thus need a well about 11 percent shallower than this estimate. A well of this radius binds an s level from 4.75 eV on, so there is none here. The phases are $\delta_0=0.6144$, $\delta_1=0.2685$, $\delta_2=0.0278$ and $\delta_3=0.0016$, and
\begin{equation}
\frac2\pi\left(0.6144+3\times0.2685+5\times0.0278+7\times0.0016\right)=1.00 .
\end{equation}
The p channel holds 0.51 electron and the s channel 0.39: the p phase is smaller, but it counts three times.

Equation (\ref{average}) was tested by counting integer levels of the discretized radial equation for $l=0$ to 5. The grid step was $0.002a$, the walls reached $200a$, and the average covered the last twenty level spacings. The s count averaged 0.1956, equal to $\delta_0/\pi$ to the digits given. The weighted sum was 1.004 against 1.000. Rounding every level crossing to the grid can shift one channel's average by up to about $0.002\,k_Fa/\pi\approx0.001$, and the weights $2(2l+1)$ magnify this. At the same $k_Fa$, a repulsive barrier with $Va^2=1.5$ gave $-0.543$ by counting and $-0.541$ by the rule.

A deep well with $V_0a^2=12$ gave 7.19 electrons both ways. It binds one s and one p level, which hold $2+6=8$ electrons. The states between $k=0$ and $k_F$ therefore contain 0.81 electron fewer than without the well.

Direct integration of the density in the 4.19 eV well places 0.72 electron within 0.141 nm of the centre and 1.01 within 0.281 nm. The enclosed charge peaks at about 1.03 near 0.24 nm, then oscillates about one with shrinking amplitude; within 1.125 nm it is 0.998. Far out, equation (\ref{charge}) can be tested in detail. At 8.44, 8.50 and 8.55 nm the s channel contains 0.39276, 0.39122 and 0.38959 electron by integration; the formula gives 0.39276, 0.39121 and 0.38960. The limiting value is 0.39116.

The phases also determine how strongly the impurity resists a current. Scattering multiplies the outgoing part of each partial wave by $e^{2i\delta_l}$, so the scattering amplitude is $f=k_F^{-1}\sum_l(2l+1)A_lP_l(\cos\vartheta)$ with $A_l=(e^{2i\delta_l}-1)/2i$. The loss of forward momentum is measured by $\sigma_{tr}=\int|f|^2(1-\cos\vartheta)\,d\Omega$. The factor $\cos\vartheta$ couples neighbouring $l$ through $\int_{-1}^1xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$. Splitting $2l+1=(l+1)+l$ in the remaining term and shifting the index of its second part completes a square:
\begin{equation}
\sigma_{tr}=\frac{4\pi}{k_F^2}\sum_l(l+1)|A_l-A_{l+1}|^2
=\frac{4\pi}{k_F^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{equation}

A current corresponds to a slightly shifted Fermi sphere, whose excess electrons move at the Fermi speed $v_F$. With $n_i$ impurities per volume, the drift momentum decays at the rate $1/\tau=n_iv_F\sigma_{tr}$. Balancing this against the force of the field gives $\rho=m/(ne^2\tau)$, in SI units. With $mv_F=\hbar k_F$ and $n_i/n=c$, the impurity fraction for one electron per atom, this is $\rho=\hbar k_Fc\,\sigma_{tr}/e^2$. The phases above give $\sigma_{tr}=0.0675\ \mathrm{nm^2}\times0.231=0.0156\ \mathrm{nm^2}$, and at 1 atomic percent $\rho=0.87\ \mu\Omega\,$cm.

The screening charge does not fix this resistivity. With $\Delta N=1$ and $k_F$ held, a well 20 percent wider gives $0.52\ \mu\Omega\,$cm, and one 20 percent narrower gives $1.68\ \mu\Omega\,$cm. The narrower well must be 7.65 eV deep and binds an s level. The sum rule constrains one weighted sum of phases, whereas the resistivity depends on their differences.

Zinc in copper adds roughly $0.3\ \mu\Omega\,$cm per atomic percent, so the cell-sized well overestimates the real effect about threefold. One neglected effect is that the impurity does not fit its site. If a rough volume misfit of 15 percent is taken to lower the charge to be screened to 0.85, the result at fixed well radius falls to $0.67\ \mu\Omega\,$cm, which removes part of the excess. Temperature matters far less for the count: at 400 K, with potential and chemical potential held fixed, $\Delta N$ changes by $-6\times10^{-6}$. Copper's d states, its non-spherical Fermi surface and a self-consistent potential lie outside the model, and their effects are not estimated here. An interconnect line also has surface and grain-boundary scattering, which this impurity resistivity does not include. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant (rough input): 0.36 nm
electron density: 85.73 nm^-3
Fermi wave number: 13.641 nm^-1
Fermi energy: 7.090 eV
atomic-cell radius = well radius: 0.1407 nm
kF times well radius: 1.9192
well depth for one screening electron: 4.194 eV = 0.3082 Ry
first-order estimate of depth: 4.727 eV
depth that first binds an s level: 4.750 eV
bound levels in example well: 0
l, delta_l (rad), delta_l/pi, counted levels, electrons in channel:
  0  0.61444  0.19558  0.19560  0.39116
  1  0.26853  0.08547  0.08546  0.51285
  2  0.02778  0.00884  0.00916  0.08842
  3  0.00162  0.00051  0.00061  0.00720
  4  0.00006  0.00002  0.00000  0.00035
example well: strength 2.1785 (hbar^2/2m a^2), electrons counted 1.0042, sum rule 1.0000
binding well: strength 12.0000 (hbar^2/2m a^2), electrons counted 7.1855, sum rule 7.1855
barrier: strength -1.5000 (hbar^2/2m a^2), electrons counted -0.5427, sum rule -0.5413
binding well, bound radial levels for l=0..3: [1, 1, 0, 0]
binding well, delta_l/pi near k=0, l=0..3: [0.9997, 1.0, 0.0, 0.0]
displaced electrons within 0.141 nm: 0.7236
displaced electrons within 0.281 nm: 1.0131
displaced electrons within 0.563 nm: 0.9996
displaced electrons within 1.125 nm: 0.9978
s electrons within 8.441 nm: density 0.392763, formula 0.392758
s electrons within 8.497 nm: density 0.391224, formula 0.391211
s electrons within 8.554 nm: density 0.389592, formula 0.389595
transport cross-section: 0.01558 nm^2
impurity fraction: 1.0 at.%
impurity resistivity: 0.873 micro-ohm cm
well radius x 0.8: depth 7.654 eV, bound s levels 1, resistivity 1.675 micro-ohm cm
well radius x 1.2: depth 2.521 eV, bound s levels 0, resistivity 0.522 micro-ohm cm
volume misfit 0.15 (rough): charge 0.85, resistivity 0.674 micro-ohm cm
change of electron number at 400 K: -6.01e-06
\end{verbatim}
